# Does Zener's uniform polarization add to the RKKY spin density?: a program that tests the result

```python
"""
Result under test: the complete RKKY spin cloud of one local spin integrates
to the Pauli (Zener) moment, so a further uniform polarization double counts.
Contact exchange: H' = -J delta(r) S.s, with dimensionless spins S and s.
Pi is the density response per spin to minus a potential; the spin density is
s(r) = (J*S/2)*Pi(r). N1 is the density of states per spin and volume.
Free electrons: T=0, x=2*kF*r, p=q/(2*kF), lengths in angstrom, energies in eV.
Lattice check: periodic cubic tight-binding model, hopping t=1, finite T.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

# ---------------- free-electron model ----------------
kF = 1.2
J = 4.0
S = 2.5
c = 1.0e-3
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e20
kB = const.k / const.e
N1 = kF / (2 * np.pi**2 * hbar2_over_m)
eF = hbar2_over_m * kF**2 / 2


def lindhard(p):
    return 0.5 + (1 - p*p) / (4*p) * np.log(abs((1+p) / (1-p)))


def response(r):
    x = 2 * kF * r
    return (np.sin(x) - x*np.cos(x)) / (16*np.pi**3*hbar2_over_m*r**4)


def enclosed_fraction(r):
    x = 2 * kF * r
    return 1 - np.sin(x) / x


def panel_integral(function, upper, width):
    """Composite Gauss-Legendre quadrature from zero to upper."""
    nodes, weights = np.polynomial.legendre.leggauss(16)
    edges = np.linspace(0, upper, int(np.ceil(upper/width)) + 1)
    half = np.diff(edges) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    points = middle[:, None] + half[:, None] * nodes
    return np.sum(half[:, None] * weights * function(points))


# Uniform splitting: populations of two Fermi spheres fix the Pauli response.
def sphere_density(mu):
    return (2*mu/hbar2_over_m)**1.5 / (6*np.pi**2)


split = 1e-3
pauli_numeric = (sphere_density(eF+split)
                 - sphere_density(eF-split)) / (2*split)
assert abs(pauli_numeric/N1 - 1) < 1e-6

# Momentum-space response from the integral over occupied electrons.
for p in (0.05, 0.5, 1.5):
    q = 2 * p * kF

    def occupied(k):
        return k * np.log(abs((q+2*k) / (q-2*k)))

    if p < 1:
        integral = (quad(occupied, 0, q/2, epsabs=1e-11)[0]
                    + quad(occupied, q/2, kF, epsabs=1e-11)[0])
    else:
        integral = quad(occupied, 0, kF, epsabs=1e-11)[0]
    assert abs(integral/(kF*q) - lindhard(p)) < 1e-7

    # Fourier transform of the real-space cloud must give the same function.
    def transform(r):
        return 4*np.pi*r**2*response(r)*np.sin(q*r)/(q*r)

    fourier = panel_integral(transform, 4000/(2*kF), 1/kF) / N1
    assert abs(fourier - lindhard(p)) < 1e-5

# Real-space response from first-order standing waves of occupied electrons.
for r in (0.7, 2.0, 5.0):
    def standing(k):
        green = np.cos(k*r) / (2*np.pi*hbar2_over_m*r)
        return 2*green*np.sin(k*r)/(k*r)*k*k/(2*np.pi**2)
    value = quad(standing, 0, kF, epsabs=1e-13)[0]
    assert abs(value - response(r)) < 1e-10


def shell(r):
    return 4*np.pi*r**2*response(r)


for r in (0.8, 2.0, 7.3, 20.0):
    inside = panel_integral(shell, r, 0.5) / N1
    assert abs(inside - enclosed_fraction(r)) < 1e-8
x_cut = 4000.0
cloud_total = panel_integral(shell, x_cut/(2*kF), 1/kF) / N1
# The remaining oscillation is bounded by the inverse cutoff.
assert abs(cloud_total - 1) < 1.01/x_cut

# Mean energy of random aligned spins: pair integral versus uniform bands.
n_spin = kF**3 / (6*np.pi**2)
kinetic_factor = 0.3*hbar2_over_m*(6*np.pi**2)**(2/3)


def band_energy(s):
    kinetic = kinetic_factor*((n_spin+s)**(5/3) + (n_spin-s)**(5/3)
                              - 2*n_spin**(5/3))
    return kinetic - J*c*S*s


uniform = minimize_scalar(band_energy, bounds=(0, 1e-3), method="bounded",
                          options={"xatol": 1e-11})
pair_energy = -0.25*J**2*c**2*S**2*N1*cloud_total
assert abs(uniform.fun/pair_energy - 1) < 1e-3

# High-temperature susceptibility of a spin dimer tests the theta coefficient.
beta_K = 1e-4
total_spin = np.arange(0, int(2*S)+1)
casimir = total_spin*(total_spin+1)
boltzmann = (2*total_spin+1)*np.exp(beta_K*(casimir-2*S*(S+1))/2)
mean_mz2 = np.sum(boltzmann*casimir/3) / np.sum(boltzmann)
slope = (mean_mz2/(2*S*(S+1)/3) - 1) / beta_K
assert abs(slope/(S*(S+1)/3) - 1) < 1e-3

# ---------------- exact diagonalization on a lattice ----------------
L = 10
sites = L**3
temperature = 0.5
mu = -3.0
h = 0.01
identity = np.eye(L)
ring = np.roll(identity, 1, axis=0) + np.roll(identity, -1, axis=0)
H0 = -(np.kron(np.kron(ring, identity), identity)
       + np.kron(np.kron(identity, ring), identity)
       + np.kron(np.kron(identity, identity), ring))
angle = 2*np.pi*np.arange(L)/L
band = -2*(np.cos(angle)[:, None, None] + np.cos(angle)[None, :, None]
           + np.cos(angle)[None, None, :])
fermi = expit((mu-band)/temperature)
electrons_per_spin = fermi.sum()

free_density = []
locked_density = []
for sign in (1, -1):
    H = H0.copy()
    H[0, 0] -= sign*h
    levels, states = np.linalg.eigh(H)
    probability = states**2
    free_density.append(probability @ expit((mu-levels)/temperature))
    locked_mu = brentq(
        lambda m: expit((m-levels)/temperature).sum()-electrons_per_spin,
        mu-1, mu+1, xtol=1e-14)
    locked_density.append(
        probability @ expit((locked_mu-levels)/temperature))
free = ((free_density[0]-free_density[1])/(2*h)).reshape(L, L, L)
locked = ((locked_density[0]-locked_density[1])/(2*h)).reshape(L, L, L)

# Explicit momentum sums, independent of the perturbed eigenstates.
pi_q = np.empty((L, L, L))
diagonal = fermi*(1-fermi)/temperature
for index in np.ndindex(L, L, L):
    shift = tuple(-i for i in index)
    band_q = np.roll(band, shift, axis=(0, 1, 2))
    fermi_q = np.roll(fermi, shift, axis=(0, 1, 2))
    gap = band_q - band
    equal = abs(gap) < 1e-9
    ratio = (fermi-fermi_q) / np.where(equal, 1.0, gap)
    pi_q[index] = np.where(equal, diagonal, ratio).mean()
without_zero = pi_q.copy()
without_zero[0, 0, 0] = 0
full_sum = np.fft.ifftn(pi_q).real
nonzero_sum = np.fft.ifftn(without_zero).real
pauli_lattice = pi_q[0, 0, 0]
background = pauli_lattice/sites
far = (L//2, L//2, L//2)

assert np.max(abs(free-full_sum)) < 1e-4*free[0, 0, 0]
assert np.max(abs(locked-nonzero_sum)) < 1e-4*free[0, 0, 0]
assert abs(free.sum()/pauli_lattice - 1) < 1e-3
assert abs(free[far]/background) < 0.03
assert abs(locked[far]/background + 1) < 0.03
assert np.max(abs((free-locked)/background - 1)) < 0.03

# A local spin on every second site in each direction.
spin_lattice_sum = free[::2, ::2, ::2].sum()
reciprocal = pi_q[::L//2, ::L//2, ::L//2]
zener_part = reciprocal[0, 0, 0]/8
other_G = (reciprocal.sum()-reciprocal[0, 0, 0])/8
assert abs(spin_lattice_sum-zener_part-other_G) < 1e-4*free[0, 0, 0]

# ---------------- worked numbers ----------------
total_s = J*S*N1/2
x_zero = brentq(lambda x: np.sin(x)-x*np.cos(x), 4, 5)
r_zero = x_zero/(2*kF)
box_side = 100.0
theta = S*(S+1)*c*J**2*N1/(6*kB)
mu_B = const.physical_constants["Bohr magneton"][0]*1e3
N1_cgs = N1*1e24/(const.e*1e7)
chi_P = 2*mu_B**2*N1_cgs

print("FREE-ELECTRON MODEL")
print(f"kF = {kF:.2f} 1/angstrom")
print(f"J = {J:.2f} eV angstrom^3")
print(f"S = {S:.1f} (dimensionless)")
print(f"Fermi energy = {eF:.4f} eV")
print(f"N1 = {N1:.6f} 1/(eV angstrom^3)")
print(f"Pauli susceptibility = {chi_P:.4e} (Gaussian, dimensionless)")
print(f"Pauli total spin = {total_s:.6f} (dimensionless)")
print(f"cloud integral/Pauli, cutoff x={x_cut:.0f}: {cloud_total:.6f}")
print(f"double-counted total spin = {2*total_s:.6f} (dimensionless)")
print(f"first sign change: x = {x_zero:.4f}, r = {r_zero:.4f} angstrom")
print(f"fraction inside it = {enclosed_fraction(r_zero):.4f}")
print("r (angstrom), s(r) (1/angstrom^3), enclosed fraction")
for r in (1.0, 2.0, 3.0, 5.0, 10.0, 20.0):
    print(f"{r:5.1f}  {J*S*response(r)/2: .4e}  {enclosed_fraction(r):.4f}")
print(f"box side = {box_side:.0f} angstrom")
print(f"uniform q=0 part = {total_s/box_side**3:.4e} 1/angstrom^3")
print("RANDOM LOCAL SPINS")
print(f"spin density c = {c:.4f} 1/angstrom^3")
print(f"mean electron spin density = {c*total_s:.4e} 1/angstrom^3")
print(f"pair-integral energy = {pair_energy:.5e} eV/angstrom^3")
print(f"uniform-band energy = {uniform.fun:.5e} eV/angstrom^3")
print(f"Curie-Weiss theta = {theta:.4f} K")
print(f"double-counted theta = {2*theta:.4f} K")
print("LATTICE MODEL (responses in 1/t per site)")
print(f"sites = {sites}, kT = {temperature:.2f} t, mu = {mu:.2f} t")
print(f"local potential = -/+ {h:.3f} t for up/down")
print(f"Pauli response = {pauli_lattice:.6f} 1/t")
print(f"summed response, common mu = {free.sum():.6f} 1/t")
print(f"summed response, locked spins = {abs(locked.sum()):.1e} 1/t (abs)")
print(f"uniform q=0 part = {background:.4e} 1/t")
print(f"far corner, common mu = {free[far]:.4e} 1/t")
print(f"far corner, locked spins = {locked[far]:.4e} 1/t")
print("SPINS ON EVERY SECOND SITE")
print(f"G=0 (Zener) part = {zener_part:.6f} 1/t")
print(f"G nonzero part = {other_G:.6f} 1/t")
print(f"sum including self = {spin_lattice_sum:.6f} 1/t")
print(f"self term = {free[0, 0, 0]:.6f} 1/t")
print(f"sum over other spins = {spin_lattice_sum-free[0, 0, 0]:.6f} 1/t")
print("tests ok")
```

Running it gives:

```
FREE-ELECTRON MODEL
kF = 1.20 1/angstrom
J = 4.00 eV angstrom^3
S = 2.5 (dimensionless)
Fermi energy = 5.4864 eV
N1 = 0.007978 1/(eV angstrom^3)
Pauli susceptibility = 8.5655e-07 (Gaussian, dimensionless)
Pauli total spin = 0.039890 (dimensionless)
cloud integral/Pauli, cutoff x=4000: 1.000171
double-counted total spin = 0.079781 (dimensionless)
first sign change: x = 4.4934, r = 1.8723 angstrom
fraction inside it = 1.2172
r (angstrom), s(r) (1/angstrom^3), enclosed fraction
  1.0   3.2342e-03  0.7186
  2.0  -1.1707e-04  1.2075
  3.0  -5.8564e-05  0.8898
  5.0  -2.2565e-05  1.0447
 10.0  -1.4663e-06  1.0377
 20.0   2.4766e-07  1.0160
box side = 100 angstrom
uniform q=0 part = 3.9890e-08 1/angstrom^3
RANDOM LOCAL SPINS
spin density c = 0.0010 1/angstrom^3
mean electron spin density = 3.9890e-05 1/angstrom^3
pair-integral energy = -1.99486e-07 eV/angstrom^3
uniform-band energy = -1.99452e-07 eV/angstrom^3
Curie-Weiss theta = 2.1602 K
double-counted theta = 4.3205 K
LATTICE MODEL (responses in 1/t per site)
sites = 1000, kT = 0.50 t, mu = -3.00 t
local potential = -/+ 0.010 t for up/down
Pauli response = 0.080708 1/t
summed response, common mu = 0.080709 1/t
summed response, locked spins = 6.7e-13 1/t (abs)
uniform q=0 part = 8.0708e-05 1/t
far corner, common mu = 6.2359e-07 1/t
far corner, locked spins = -8.0085e-05 1/t
SPINS ON EVERY SECOND SITE
G=0 (Zener) part = 0.010089 1/t
G nonzero part = 0.061390 1/t
sum including self = 0.071479 1/t
self term = 0.072817 1/t
sum over other spins = -0.001337 1/t
tests ok
```
